# Is every nitrogen-vacancy pair in diamond a negative sensor centre?

## Question

I implant nitrogen into diamond at a few keV and anneal, so that vacancies move and some are caught next to nitrogen atoms. Suppose I know how many nitrogen-vacancy (NV) pairs result. May I take that number as the number of negative NV centres, the ones whose spin serves as a quantum sensor? The crystal contains nitrogen donors, so electrons seem to be available. Do leftover acceptors or the surface termination matter, and if so, how deep or how nitrogen-rich must the layer be?

## Answer

No. "NV pair" names an arrangement of atoms, and the same arrangement can hold different numbers of electrons. The negative state NV$^-$ has the spin-triplet ground state used for sensing. The neutral state NV$^0$ has one electron fewer, and NV$^+$ has two fewer. Which one is found depends on the electron supply and on the local electrostatic potential. I first treat equilibrium in the dark and come to illumination at the end.

### Which charge state is favoured?

Let $m(z)$ be the Fermi level measured from the local valence-band edge at depth $z$. Upward band bending raises that edge and so lowers $m$. I use these rough levels for diamond, measured from the valence edge:

- conduction edge: 5.47 eV
- nitrogen donor: $E_D=3.77$ eV
- NV$(0/-)$: $E_-=2.70$ eV
- NV$(+/0)$: $E_+=1.00$ eV
- a deep acceptor, such as residual damage might leave: $E_A=2.00$ eV

The probability of a charge state is proportional to its number of ground states times a Boltzmann factor. NV$^+$ has one state. NV$^0$ has four, from two spin and two orbital states. NV$^-$ has three spin states. Relative to NV$^0$, adding an electron costs $E_--m$ and removing one costs $m-E_+$. The weights are therefore

$$
w_+=e^{(E_+-m)/kT},\qquad w_0=4,\qquad w_-=3e^{(m-E_-)/kT}.
$$

Setting $w_-=w_0$ gives the border between negative and neutral:

$$
m^*=E_-+kT\ln\frac43=2.707\ \text{eV}
$$

at 300 K, where $kT=0.02585$ eV. Setting $w_+=w_0$ gives the border between neutral and positive, $E_+-kT\ln4=0.964$ eV.

The donor needs the same care. Neutral substitutional nitrogen has two spin states and four equivalent distortion axes, hence eight states; the ionized donor has one. Its ionized fraction is

$$
f_D^+=\frac{1}{1+8e^{(m-E_D)/kT}}
=\frac{1}{1+e^{(m-m_D)/kT}},
$$

with $m_D=E_D-kT\ln8=3.716$ eV. For the acceptor I assume two states when neutral and one when charged, so its charged fraction is $f_A^-=1/[1+2e^{(E_A-m)/kT}]$.

### Acceptors compete for the donor electrons

Consider uniform material far from a surface, with densities $N_D$ of donors, $N_A$ of acceptors and $N_{NV}$ of NV pairs. Free carriers are negligible here, and so is NV$^+$ while $m$ is well above $E_+$. Neutrality then requires

$$
N_Df_D^+=N_Af_A^-+N_{NV}f_-.
$$

Suppose $m$ lies near $E_-$. The donor level is far above it and the acceptor level far below it, compared with $kT$. Hence $f_D^+\approx1$ and $f_A^-\approx1$, so that

$$
f_-=\frac{N_D-N_A}{N_{NV}},\qquad 0<N_D-N_A<N_{NV}.
$$

If $N_D-N_A$ exceeds $N_{NV}$, every NV is filled and $m$ rises towards the donor level. If $N_A>N_D$, the acceptors take all the electrons and $m$ falls to their level.

Take $N_D=10^{18}$ and $N_{NV}=10^{16}$ cm$^{-3}$. Solving the full neutrality equation numerically gives three cases:

- No acceptors: $m=3.835$ eV, and essentially all NV are negative.
- $N_A=9.95\times10^{17}$ cm$^{-3}$: $m=2.707$ eV, and half are negative. The counting rule gives $(1-0.995)/0.01=0.5$.
- $N_A=1.05\times10^{18}$ cm$^{-3}$: $m=2.095$ eV, and essentially all are neutral.

The number of NV pairs is the same in all three.

What if the acceptor is a close neighbour? Take one donor, one NV and one acceptor, and let the donor give up its electron. With $C=e^2/(4\pi\varepsilon)$, the two possible final states have energies

$$
\mathcal E_{NV}=-E_D+E_--\frac{C}{r_{DN}},\qquad
\mathcal E_A=-E_D+E_A-\frac{C}{r_{DA}},
$$

where $r_{DN}$ and $r_{DA}$ are the distances from the donor to the NV and to the acceptor. The last terms are the attraction between the ionized donor and the charged partner. The NV wins if $\mathcal E_{NV}<\mathcal E_A$, that is, if

$$
C\left(\frac1{r_{DN}}-\frac1{r_{DA}}\right)>E_--E_A .
$$

Since $1/r_{DA}$ is positive, this requires $r_{DN}<C/(E_--E_A)$. With relative permittivity 5.7, $C=0.2526$ eV nm, and the limit is $0.2526/0.70=0.36$ nm. A bulk permittivity is only a rough guide at such a distance, but the donor would have to be almost adjacent. This conclusion concerns an isolated trio; another donor nearby could still supply the NV.

The acceptor does its harm mainly by taking the electron. Its field alone shifts the NV level by $C/r$, which is 0.13 eV at 2 nm. In the acceptor-free bulk above, the Fermi level has a margin of $3.835-2.707=1.13$ eV.

### A surface can empty NV centres many nanometres away

Surface acceptors take electrons from the crystal and leave positive donors behind. Let $q(z)$ be the net positive charge density in units of $e$, and let $c=e^2/\varepsilon=3.175$ eV nm. The valence edge moves as minus $e$ times the electrostatic potential, so $m$ moves as plus $e$ times it. Poisson's equation becomes

$$
m''(z)=-c\,q(z).
$$

Fix $m(0)=m_s$ at the surface and let the field vanish deep inside. One integration gives

$$
m'(z)=c\int_z^\infty q(z')\,dz'.
$$

Integrate again from 0 to $d$ and exchange the order of integration. A charge at $z'$ contributes for all $z$ between 0 and the smaller of $z'$ and $d$. Therefore

$$
m(d)=m_s+c\int_0^\infty\min(z',d)\,q(z')\,dz'. \tag{1}
$$

This is a mean-field result: charge is averaged over each plane parallel to the surface. It shows why shallow centres are vulnerable. The rise of $m(d)$ above its surface value is at most $cd$ times the donor charge per area, so the shallower the centre, the less a given charge can lift it.

**Uniform donors.** Multiply Poisson's equation by $m'$, which gives $\tfrac12[(m')^2]'=-cq\,m'$. Integrate from depth $z$ to the field-free bulk, where $m=m_b$:

$$
\tfrac12(m')^2=c\int_m^{m_b}q\,d\tilde m\approx cN_D(m_D-m).
$$

The last step neglects the small NV charge and uses $f_D^+$, which is nearly 1 below $m_D$ and nearly 0 above it. It holds for $m_D-m\gg kT$. Taking the positive root and separating variables,

$$
\frac{dm}{\sqrt{m_D-m}}=\sqrt{2cN_D}\,dz .
$$

Integration from the surface gives

$$
2\sqrt{m_D-m_s}-2\sqrt{m_D-m}=\sqrt{2cN_D}\,z .
$$

Solving for $m$,

$$
m=m_D-(m_D-m_s)\left(1-\frac zW\right)^2,\qquad
W=\sqrt{\frac{2(m_D-m_s)}{cN_D}} .
$$

Setting $m=m^*$ gives the depth above which most NV are not negative:

$$
z^*=W\left(1-\sqrt{\frac{m_D-m^*}{m_D-m_s}}\right).
$$

Now put the Fermi level at the valence edge at the surface, $m_s=0$. This is the regime of hydrogen-terminated diamond in air. For $N_D=10^{18}$ cm$^{-3}=10^{-3}$ nm$^{-3}$,

$$
W=\sqrt{\frac{2(3.716)}{3.175\times10^{-3}}}\ \text{nm}=48.4\ \text{nm},
$$

$$
z^*=48.4\left(1-\sqrt{\frac{1.009}{3.716}}\right)\text{nm}=23.2\ \text{nm}.
$$

Replacing $m^*$ by 0.964 eV places the positive-neutral border at 6.8 nm. NV pairs are thus mostly positive down to about 7 nm, neutral from there to 23 nm, and negative below. A finite-difference solution of Poisson's equation with the full occupation laws gives the same borders to within 0.1 nm.

How many surface acceptors does this take? Their charge per area balances that of the crystal, $m'(0)/c=N_DW=4.8\times10^{12}$ cm$^{-2}$. To bring an NV just below the surface to the border, it is enough that $m_s=m^*$, which needs

$$
\sigma_{\min}=\sqrt{\frac{2N_D(m_D-m^*)}{c}}=2.5\times10^{12}\ \text{cm}^{-2}.
$$

At fixed $m_s$, more donors make the affected zone thinner, as $N_D^{-1/2}$, but the surface must then hold more charge, as $N_D^{1/2}$.

### What dose does a shallow implant need?

In an otherwise pure crystal the implanted nitrogen is itself the electron supply. Let the donors have areal density $D$ and a Gaussian depth profile with mean $R$ and standard deviation $s$. If all are ionized, equation (1) at $d=R$ needs the average of $\min(z,R)$. Write $\min(z,R)=R-\max(R-z,0)$ and set $u=R-z$:

$$
\langle\min(z,R)\rangle
=R-\int_0^\infty\frac{u\,e^{-u^2/2s^2}}{s\sqrt{2\pi}}\,du
=R-\frac{s}{\sqrt{2\pi}} .
$$

The small part of the Gaussian outside the crystal is ignored. Requiring $m(R)=m^*$ yields the critical donor sheet

$$
D_c=\frac{m^*-m_s}{c\,[R-s/\sqrt{2\pi}]} .
$$

For $R=8$ nm, $s=3$ nm and $m_s=0$, the bracket is 6.80 nm and

$$
D_c=\frac{2.707}{3.175\times6.80}\ \text{nm}^{-2}=1.25\times10^{13}\ \text{cm}^{-2}.
$$

Full ionization is consistent here: deep inside, $m$ reaches $cD_cR=3.18$ eV, still well below $m_D$. Since donors cannot supply more charge than when all are ionized, a smaller sheet cannot make the NV at $R$ mostly negative within this model, as long as $m_s$ stays at 0. That requires the surface to hold as much negative charge as the donors release, here $1.25\times10^{13}$ cm$^{-2}$. A surface with fewer acceptors fills up, $m_s$ rises, and a smaller dose can then suffice.

The table gives numerical solutions with one NV per hundred donors. The NV have the same depth profile as the donors, and their percentages are averages over it.

| Donors (cm$^{-2}$) | Acceptors per donor | $m_s$ (eV) | $m$ at 8 nm (eV) | NV$^+$ / NV$^0$ / NV$^-$ (%) |
|---|---|---|---|---|
| $1\times10^{12}$ | 0 | 0 | 0.22 | 100 / 0 / 0 |
| $8\times10^{12}$ | 0 | 0 | 1.74 | 8 / 92 / 0 |
| $3\times10^{13}$ | 0 | 0 | 3.65 | 1 / 13 / 85 |
| $3\times10^{13}$ | 0.8 | 0 | 2.23 | 3 / 97 / 0 |
| $1\times10^{12}$ | 0 | 3.0 | 3.21 | 0 / 0 / 100 |

The first and last rows differ only in the surface Fermi level, yet the NV change from positive to negative. The third and fourth rows differ only in the residual acceptors. There the donors still outnumber the acceptors, and the acceptor-free layer is mostly negative, but acceptors and surface together make it neutral.

In that fourth row one might subtract acceptors from donors and use a net sheet of $6\times10^{12}$ cm$^{-2}$. This would give $m(8\text{ nm})\approx3.175\times0.06\times6.80=1.30$ eV, not 2.23 eV. The reason is that acceptors near the surface, where $m$ is below their level, stay neutral and do not cancel donor charge. Simple subtraction works in neutral bulk, but not throughout a depleted layer.

### How far can these numbers be trusted?

The level positions matter. Moving the NV$(0/-)$ level by $-0.2$ or $+0.2$ eV moves the border in the uniform layer to 20.8 or 25.8 nm. In the implanted example, background nitrogen of $10^{15}$ cm$^{-3}$ would raise $m$ at 8 nm by at most 0.04 eV.

Donors are also discrete. Place $8\times10^{12}$ cm$^{-2}$ ionized donors at random in the plane at 8 nm, with the surface acting as a conductor. Each donor at lateral distance $r$ contributes $C(1/r-1/\sqrt{r^2+4R^2})$, where the second term comes from its image charge. Adding the variances of independent donors between 1 and 60 nm gives an rms spread in $m$ of 0.22 eV. The value depends on the inner cut-off (0.17 eV for 2 nm, 0.26 eV for 0.5 nm) and grows as the square root of the dose. With the 1 nm cut-off it is about 0.28 eV at $D_c$, and donors spread in depth with the Gaussian profile give about 0.24 eV there, roughly a tenth of $m^*$ in both cases. For centres at one depth, the change from neutral to negative is therefore spread over roughly ten per cent of $D_c$ on either side, rather than being perfectly sharp.

Holes at the surface were left out. Including them with Boltzmann statistics and a rough effective mass equal to the free-electron mass moves the 23.2 nm border by only about 0.01 nm. In this classical estimate the donor field of about 0.15 V/nm confines them: their density falls by a factor $e$ over roughly $kT/m'(0)=0.17$ nm. That is shorter than the lattice constant, so it is not the real hole profile. Quantum confinement spreads the holes further, but it also raises their energy and so lowers their number. This estimate does not cover the weakest implant, whose field is five times smaller, or a surface with its Fermi level inside the valence band. The largest field in the table's cases is 6 MV/cm, not far below a rough breakdown field of 10 MV/cm for diamond.

Equilibrium itself is also a delicate assumption. With a rough attempt rate of $10^{12}$ s$^{-1}$, thermal emission from a nitrogen donor, 1.70 eV below the conduction edge, takes about $4\times10^{16}$ s at 300 K without an electric field. It takes one hour at about 550 K. A field $F$ lowers the barrier around the ionized donor by $2\sqrt{CF}$, in eV if $F$ is in V/nm. At 0.15 V/nm this is 0.39 eV, which shortens the time at 300 K to about $10^{10}$ s; at 0.6 V/nm, the strongest field in the table's cases, only about an hour remains. That field is reached only close to the surface, where donors are scarce: in the same case the field at 8 nm is about 0.125 V/nm, and the time there is still about $4\times10^{10}$ s. A cold, dark crystal can therefore keep an older charge pattern where the field is weak, unless tunnelling or light redistributes the electrons.

Light can also impose its own steady state. If it ionizes NV$^-$ at rate $I$ and restores it from NV$^0$ at rate $R_c$, the balance $I f_-=R_c(1-f_-)$ gives $f_-=R_c/(I+R_c)$, with NV$^+$ neglected. This fraction need not equal the dark one. A 532 nm photon carries 2.33 eV, less than the 2.77 eV from the NV$^-$ level to the conduction edge, so direct ionization from the ground state by one such photon is not possible with these levels.

### Comparison with a real implant

A depth near 8 nm is typical of nitrogen implanted at a few keV, and a yield of one NV per hundred nitrogen atoms is a reasonable rough figure at such energies. The uniform example, at about 6 parts per million of nitrogen, is far richer than high-purity plates. Implants meant for single centres use doses far below $D_c$, so within this model their charge state follows the surface Fermi level. Hydrogen termination is unfavourable for NV$^-$, whereas oxygen or fluorine termination can help to keep shallow centres negative. Real implants can also break the assumption that every implanted nitrogen atom becomes a donor. If only half do, the critical implanted dose doubles to $2.5\times10^{13}$ cm$^{-2}$, before any damage acceptors are counted.

To count sensors, measure the charge state as well as the number of pairs, under the illumination you will use. The zero-phonon lines lie near 640 nm for NV$^-$ and 580 nm for NV$^0$, both rounded. A spin resonance near 2.9 GHz at zero field identifies the negative centre.

Numbers in the example were calculated in double precision.
